**Surface energy from a slab relaxed on one face**

The program tests $\gamma_{\rm rel}=(E_0-NE_b)/(2A)+(E_1-E_0)/A$ for a bcc (001) slab described by a short-range many-body model. Here $E_0$ and $E_1$ are the slab energies before and after relaxation of the top face, $E_b$ is the bulk energy per atom, $N$ the number of layers and $A$ the area of one face. It asserts that the formula agrees with a separate relaxation of both faces, and that dividing the one-sided excess by $2A$ does not. It also asserts that the bulk energy matches the energy of an added slab layer, that the layer energy matches an explicit sum over atoms, and that freeing more layers lowers the result towards that of a thick, fully free slab. Two further assertions show the formula failing for a five-layer slab with one held layer and for a slab with a half-empty bottom layer. The output gives 7.436 eV/nm² (1.19 J/m²) for the relaxed face, against 7.728 eV/nm² before relaxation. It also sizes the neglected vibrations at 300 K and sets the result beside a rough value for real iron surfaces, of which it is about half.

## Verification by program

```python
# Result under test: for a slab with two equivalent faces, relaxed on one only,
#   gamma_rel = (E0 - N*Eb)/(2*A) + (E1 - E0)/A
# E0: energy with all layers at bulk positions; E1: energy after relaxing the
# top m layers; Eb: bulk energy per atom (one atom per layer cell);
# N: number of layers; A: area of one face of the cell.
# Energies come from a many-body model of a bcc (001) slab:
#   E = sum_i [ REP*sum_j v(r_ij) - BOND*sqrt(sum_j phi(r_ij)) ],
#   v = (1-r/RC)^6, phi = (1-r/RC)^4, both zero beyond RC.
# Units: nm, eV. Lattice constant and cohesive energy are rough iron values.
import numpy as np
from scipy import constants as const

A0 = 0.287          # lattice constant, nm (rough)
E_COH = 4.3         # cohesive energy, eV per atom (rough)
RC = 1.5 * A0       # range of the model, nm
AREA = A0**2        # area of the 1x1 surface cell, nm^2
TO_SI = const.e / 1e-18   # eV/nm^2 to J/m^2


def power(r, n):
    return np.clip(1 - r / RC, 0, None)**n


def dpower(r, n):
    return -n / RC * np.clip(1 - r / RC, 0, None)**(n - 1)


# Bulk neighbours in units of the lattice constant
ints = np.arange(-2, 3)
cube = np.array(np.meshgrid(ints, ints, ints)).reshape(3, -1).T
unit_r = np.linalg.norm(np.vstack([cube, cube + 0.5]), axis=1)
unit_r = unit_r[unit_r > 1e-9]

# Strengths from two conditions: energy -E_COH and zero slope at A0
r_b = A0 * unit_r
rho_b = power(r_b, 4).sum()
matrix = np.array([
    [power(r_b, 6).sum(), -np.sqrt(rho_b)],
    [(unit_r * dpower(r_b, 6)).sum(),
     -(unit_r * dpower(r_b, 4)).sum() / (2 * np.sqrt(rho_b))]])
REP, BOND = np.linalg.solve(matrix, [-E_COH, 0.0])


def bulk_energy(a):
    r = a * unit_r
    return REP * power(r, 6).sum() - BOND * np.sqrt(power(r, 4).sum())


# Squared lateral distances between layers of equal and opposite parity
gx, gy = np.meshgrid(ints, ints)
LAT2 = np.array([((gx + s)**2 + (gy + s)**2).ravel() * A0**2
                 for s in (0.0, 0.5)])


def layer_energy(z):
    """Energy per 1x1 cell and its gradient for layer heights z."""
    k = np.arange(len(z))
    dz = (z[:, None] - z[None, :])[..., None]
    r = np.sqrt(LAT2[(k[:, None] + k[None, :]) % 2] + dz**2)
    r = np.where(r < 1e-9, 10 * RC, r)      # no self-interaction
    root = np.sqrt(power(r, 4).sum(axis=(1, 2)))
    energy = REP * power(r, 6).sum() - BOND * root.sum()
    w = 0.5 / root
    slope = (2 * REP * dpower(r, 6)
             - BOND * (w[:, None] + w[None, :])[..., None] * dpower(r, 4))
    return energy, (slope * dz / r).sum(axis=(1, 2))


def ideal(n):
    return np.arange(n) * A0 / 2


def relax(z_start, free):
    """Newton minimisation over the heights of the layers listed in free."""
    z, free, h = z_start.copy(), np.array(free), 1e-5
    for _ in range(12):
        g = layer_energy(z)[1][free]
        hess = np.empty((len(free), len(free)))
        for c, layer in enumerate(free):
            up, down = z.copy(), z.copy()
            up[layer] += h
            down[layer] -= h
            hess[:, c] = (layer_energy(up)[1][free]
                          - layer_energy(down)[1][free]) / (2 * h)
        hess = (hess + hess.T) / 2
        z[free] -= np.linalg.solve(hess, g)
    assert np.abs(layer_energy(z)[1][free]).max() < 1e-7
    assert np.linalg.eigvalsh(hess).min() > 0      # a true minimum
    return z


def formula(e0, e1, n, eb):
    return (e0 - n * eb) / (2 * AREA) + (e1 - e0) / AREA


def one_sided(n, m):
    z = relax(ideal(n), range(n - m, n))
    return formula(layer_energy(ideal(n))[0], layer_energy(z)[0], n, EB), z


# Bulk reference: stationary, and equal to the energy of one added layer
EB = bulk_energy(A0)
h = 1e-4 * A0
assert abs(bulk_energy(A0 + h) - bulk_energy(A0 - h)) / (2 * h) < 1e-3
added = layer_energy(ideal(13))[0] - layer_energy(ideal(12))[0]
assert abs(added - EB) < 1e-9
curv = (bulk_energy(A0 + h) - 2 * EB + bulk_energy(A0 - h)) / h**2
bulk_mod = A0**2 * curv / (9 * A0**3 / 2) * const.e / 1e-27 / 1e9

# Worked example
N, M = 12, 4
E0 = layer_energy(ideal(N))[0]
gamma, z1 = one_sided(N, M)
E1 = layer_energy(z1)[0]
cleave = (E0 - N * EB) / AREA
relaxation = (E1 - E0) / AREA
mistaken = (E1 - N * EB) / (2 * AREA)
assert E1 < E0

# Independent road: relax both faces together and share the excess equally
z2 = relax(ideal(N), list(range(M)) + list(range(N - M, N)))
E2 = layer_energy(z2)[0]
gamma_two = (E2 - N * EB) / (2 * AREA)
assert abs(gamma - gamma_two) < 1e-8
assert abs(mistaken - gamma_two) > 1e-2

# More free layers lower gamma towards that of a thick, fully free slab
# (holding the central layer only removes rigid translation)
NF = 25
zf = relax(ideal(NF), [k for k in range(NF) if k != NF // 2])
gamma_free = (layer_energy(zf)[0] - NF * EB) / (2 * AREA)
free_counts = [1, 2, 4, 8]
series = [one_sided(m + 8, m)[0] for m in free_counts]
assert all(b <= a + 1e-9 for a, b in zip(series, series[1:]))
assert abs(series[-1] - gamma_free) < 0.01 * abs(relaxation)

# Broken condition: slab too thin, same number of free layers
gamma_thin = one_sided(5, M)[0]
assert abs(gamma_thin - gamma) > 1e-3

# Explicit atoms in a 4x4 supercell
CELLS = 4
BOX = CELLS * A0


def atoms(z):
    return np.array([[(i + 0.5 * (k % 2)) * A0, (j + 0.5 * (k % 2)) * A0, zk]
                     for k, zk in enumerate(z)
                     for i in range(CELLS) for j in range(CELLS)])


def atom_energy(pos):
    d = pos[:, None, :] - pos[None, :, :]
    d[..., :2] -= BOX * np.round(d[..., :2] / BOX)
    r = np.sqrt((d**2).sum(axis=2))
    np.fill_diagonal(r, 10 * RC)
    return (REP * power(r, 6).sum()
            - BOND * np.sqrt(power(r, 4).sum(axis=1)).sum())


pos1 = atoms(z1)
assert abs(atom_energy(pos1) / CELLS**2 - E1) < 1e-8

# Broken condition: every second atom of the bottom layer is missing
pos0 = atoms(ideal(N))
keep = np.ones(len(pos0), bool)
for i in range(CELLS):
    for j in range(CELLS):
        keep[i * CELLS + j] = (i + j) % 2 == 0
half_rough = ((atom_energy(pos0[keep]) - keep.sum() * EB)
              / (2 * CELLS**2 * AREA))
assert abs(half_rough - cleave / 2) > 0.1

# Neglected: vibrations at 300 K, each atom an independent quantum oscillator
TEMP = 300.0
MASS = 55.8 * const.atomic_mass
KT = const.k * TEMP / const.e


def vib_free_energy(pos, layer):
    index, step, total = layer * CELLS**2, 5e-4, 0.0
    centre = atom_energy(pos)
    for axis, weight in ((0, 2), (2, 1)):      # x and y are equivalent
        up, down = pos.copy(), pos.copy()
        up[index, axis] += step
        down[index, axis] -= step
        k = (atom_energy(up) - 2 * centre + atom_energy(down)) / step**2
        assert k > 0
        quantum = const.hbar * np.sqrt(k * TO_SI / MASS) / const.e
        total += weight * KT * np.log(2 * np.sinh(quantum / (2 * KT)))
    return total


f_bulk = vib_free_energy(pos0, N // 2)
vib = sum(vib_free_energy(pos1, k) - f_bulk for k in range(N - 6, N)) / AREA

# Error of the result when the bulk reference is 1 meV per atom too high
shift = formula(E0, E1, N, EB + 1e-3) - gamma
ROUGH_IRON = 2.4    # rough size for real iron surfaces, J/m^2

print(f"lattice constant (rough input): {A0:.3f} nm")
print(f"cohesive energy (rough input): {E_COH:.1f} eV/atom")
print(f"range of the model: {RC:.4f} nm")
print(f"repulsion strength REP: {REP:.3f} eV")
print(f"bond strength BOND: {BOND:.3f} eV")
print(f"bulk modulus of the model: {bulk_mod:.0f} GPa")
print(f"layers N: {N}, free layers m: {M}")
print(f"area of one face A: {AREA:.6f} nm^2")
print(f"bulk energy Eb: {EB:.6f} eV/atom")
print(f"unrelaxed slab energy E0: {E0:.6f} eV")
print(f"one-side relaxed slab energy E1: {E1:.6f} eV")
print(f"both-sides relaxed slab energy E2: {E2:.6f} eV")
print(f"excess energy E0 - N Eb: {E0 - N * EB:.6f} eV")
print(f"relaxation energy E1 - E0: {E1 - E0:.6f} eV")
print(f"both-sides relaxation energy E2 - E0: {E2 - E0:.6f} eV")
print(f"cleavage energy W: {cleave:.4f} eV/nm^2")
print(f"half of W: {cleave / 2:.4f} eV/nm^2 = {cleave / 2 * TO_SI:.4f} J/m^2")
print(f"relaxation energy per area: {relaxation:.4f} eV/nm^2")
print(f"relaxed surface energy: {gamma:.4f} eV/nm^2"
      f" = {gamma * TO_SI:.4f} J/m^2")
print(f"same from both faces relaxed: {gamma_two:.4f} eV/nm^2")
print(f"mistaken (E1 - N Eb)/(2A): {mistaken:.4f} eV/nm^2")
print(f"excess of the mistaken value: {mistaken - gamma:.4f} eV/nm^2")
for q in range(M):
    gap = z1[N - 1 - q] - z1[N - 2 - q]
    print(f"change of spacing {q + 1}-{q + 2} from the top:"
          f" {100 * (gap / (A0 / 2) - 1):.2f} %")
for m, g in zip(free_counts, series):
    print(f"surface energy with {m} free layers: {g:.5f} eV/nm^2")
print(f"fully free slab of {NF} layers: {gamma_free:.5f} eV/nm^2")
print(f"formula on a 5-layer slab, 4 free: {gamma_thin:.4f} eV/nm^2")
print(f"half excess, half-empty bottom layer: {half_rough:.4f} eV/nm^2")
print(f"shift if Eb is 1 meV/atom too high: {shift:.4f} eV/nm^2")
print(f"neglected vibrations at {TEMP:.0f} K: {vib:.3f} eV/nm^2")
print(f"vibrations relative to surface energy: {100 * vib / gamma:.1f} %")
print(f"rough size for real iron surfaces: {ROUGH_IRON:.1f} J/m^2")
print(f"model result over that rough size: {gamma * TO_SI / ROUGH_IRON:.2f}")
print("tests ok")
```

Printed output:

```
lattice constant (rough input): 0.287 nm
cohesive energy (rough input): 4.3 eV/atom
range of the model: 0.4305 nm
repulsion strength REP: 42.080 eV
bond strength BOND: 11.438 eV
bulk modulus of the model: 170 GPa
layers N: 12, free layers m: 4
area of one face A: 0.082369 nm^2
bulk energy Eb: -4.300000 eV/atom
unrelaxed slab energy E0: -50.326839 eV
one-side relaxed slab energy E1: -50.350958 eV
both-sides relaxed slab energy E2: -50.375077 eV
excess energy E0 - N Eb: 1.273161 eV
relaxation energy E1 - E0: -0.024119 eV
both-sides relaxation energy E2 - E0: -0.048239 eV
cleavage energy W: 15.4568 eV/nm^2
half of W: 7.7284 eV/nm^2 = 1.2382 J/m^2
relaxation energy per area: -0.2928 eV/nm^2
relaxed surface energy: 7.4356 eV/nm^2 = 1.1913 J/m^2
same from both faces relaxed: 7.4356 eV/nm^2
mistaken (E1 - N Eb)/(2A): 7.5820 eV/nm^2
excess of the mistaken value: 0.1464 eV/nm^2
change of spacing 1-2 from the top: -7.07 %
change of spacing 2-3 from the top: -0.98 %
change of spacing 3-4 from the top: 0.48 %
change of spacing 4-5 from the top: -0.03 %
surface energy with 1 free layers: 7.44044 eV/nm^2
surface energy with 2 free layers: 7.43668 eV/nm^2
surface energy with 4 free layers: 7.43558 eV/nm^2
surface energy with 8 free layers: 7.43558 eV/nm^2
fully free slab of 25 layers: 7.43558 eV/nm^2
formula on a 5-layer slab, 4 free: 7.1524 eV/nm^2
half excess, half-empty bottom layer: 8.8623 eV/nm^2
shift if Eb is 1 meV/atom too high: -0.0728 eV/nm^2
neglected vibrations at 300 K: -0.216 eV/nm^2
vibrations relative to surface energy: -2.9 %
rough size for real iron surfaces: 2.4 J/m^2
model result over that rough size: 0.50
tests ok
```
